# The Bohm Condition from a Nonoscillatory Potential at the Sheath Edge

Let \(x\) be the distance measured towards a plane wall that bounds a plasma, and let the sheath edge be the place where the potential \(\phi\) is set to zero. The electric field is \(E=-d\phi/dx\), so a potential that falls towards the wall has \(E>0\) and pushes positive ions to the wall. At the edge the ion and electron densities share the value \(n_s\), and all ions, of mass \(M\) and charge \(+e\), have the speed \(u_0\) towards the wall. The electron temperature is \(T_e\). Two scales follow from these quantities, the Bohm speed and the Debye length,

\[
c_s=\sqrt{\frac{kT_e}{M}},\qquad \lambda=\sqrt{\frac{\varepsilon_0 kT_e}{n_s e^2}},
\]

and with them the dimensionless variables

\[
\chi=-\frac{e\phi}{kT_e},\qquad \xi=\frac{x}{\lambda},\qquad m=\frac{u_0}{c_s},\qquad g=\frac{d\chi}{d\xi}=\frac{eE\lambda}{kT_e}.
\]

Thus \(\chi\) is the potential drop in units of \(kT_e/e\), positive towards the wall, and \(g\) is the reduced field. SI units, with energies in eV, suit the problem better than atomic units.

The sheath is steady, and within it ions are neither created nor scattered. The ions are cold: their spread in velocity is neglected. The plasma in front of the sheath, the presheath, accelerates the ions over a length \(L\) much greater than \(\lambda\). Its potential varies by something of order \(kT_e/e\), so over most of its length its field is of order \(kT_e/(eL)\), which is \(\lambda/L\) in reduced form. The field steepens where the ions approach \(c_s\), so the reduced field handed over at the edge, \(g_0\), can be much larger than \(\lambda/L\), but it still tends to zero as \(\lambda/L\to0\). The ideal sheath edge is the limit \(g_0\to0\). The statement to be proved is that in this limit a potential that falls steadily from the edge to the wall exists if and only if \(u_0\ge c_s\).

The electrons are taken to be in force balance, with their inertia and friction neglected. The electric force per unit volume, \(-en_eE\), must cancel the pressure force, \(-kT_e\,dn_e/dx\):

\[
0=-en_eE-kT_e\frac{dn_e}{dx}
\quad\Longrightarrow\quad
\frac{1}{n_e}\frac{dn_e}{dx}=\frac{e}{kT_e}\frac{d\phi}{dx}.
\]

Integration from the edge, where \(\phi=0\) and \(n_e=n_s\), gives

\[
n_e=n_s e^{e\phi/kT_e}=n_s e^{-\chi}.
\]

This assumes that the wall repels nearly all electrons, so that their distribution stays close to a Maxwellian. It fails when the wall lies too little below the edge in potential.

For the ions, conservation of particles gives \(n_iu=n_su_0\). Newton's law for a steady cold stream is \(Mu\,du/dx=-e\,d\phi/dx\), whose integral is

\[
\tfrac12Mu^2+e\phi=\tfrac12Mu_0^2 .
\]

Since \(-2e\phi/M=2c_s^2\chi\), the speed obeys \(u^2=u_0^2+2c_s^2\chi=u_0^2(1+2\chi/m^2)\), and therefore

\[
\frac{n_i}{n_s}=\frac{u_0}{u}=\left(1+\frac{2\chi}{m^2}\right)^{-1/2}.
\]

The ions thin out because they speed up at constant flux. The density between two planes can also be found without this formula, as the flux times the time an ion spends between the planes, divided by their separation. For ions entering a prescribed falling potential with \(m=1.2\), the flight time from Newton's equation gives a mean density of \(0.7499\,n_s\), in agreement with the average of the formula.

Poisson's equation is \(d^2\phi/dx^2=-(e/\varepsilon_0)(n_i-n_e)\). Multiplying it by \(-e\lambda^2/kT_e\) turns the left side into \(d^2\chi/d\xi^2\), and the factor on the right becomes \(e^2\lambda^2/(\varepsilon_0kT_e)=1/n_s\). The two minus signs cancel, and

\[
\frac{d^2\chi}{d\xi^2}=\frac{n_i-n_e}{n_s}
=\left(1+\frac{2\chi}{m^2}\right)^{-1/2}-e^{-\chi}.
\]

Near the edge \(\chi\) is small. With \((1+y)^{-1/2}=1-\tfrac12y+\tfrac38y^2-\dots\) and \(y=2\chi/m^2\), the two densities are

\[
\frac{n_i}{n_s}=1-\frac{\chi}{m^2}+\frac{3\chi^2}{2m^4}-\dots,\qquad
\frac{n_e}{n_s}=1-\chi+\frac{\chi^2}{2}-\dots,
\]

and their difference gives

\[
\frac{d^2\chi}{d\xi^2}=\left(1-\frac1{m^2}\right)\chi
+\left(\frac{3}{2m^4}-\frac12\right)\chi^2+\dots
\]

The constant terms have cancelled because the edge is neutral. The sign of the linear coefficient decides the character of the solution.

If \(m<1\), the coefficient is negative, and to linear order the equation is that of a harmonic oscillator with \(\xi\) in the place of time:

\[
\chi=\frac{g_0}{k_\xi}\sin(k_\xi\xi),\qquad k_\xi=\sqrt{\frac1{m^2}-1},\qquad
\text{wavelength}=\frac{2\pi\lambda}{k_\xi}.
\]

The amplitude was fixed by \(\chi=0\) and \(d\chi/d\xi=g_0\) at \(\xi=0\). The potential ripples in space and does not fall to the wall, and as \(g_0\to0\) the ripple shrinks to nothing.

If \(m>1\), the coefficient is positive and the solutions are \(e^{\kappa\xi}\) and \(e^{-\kappa\xi}\), with \(\kappa=\sqrt{1-1/m^2}\). The second grows without limit towards the plasma and must be dropped if the drop is to vanish there. What remains is a drop that grows by a factor \(e\) over each length \(\lambda/\kappa\) towards the wall.

The physical reason lies in the two density slopes. A small drop \(\chi\) lowers the electron density by the fraction \(\chi\), whatever the ions do. It raises the ion speed, and so lowers the ion density, by the fraction \(\chi/m^2\). Fast ions are little affected by a given gain in energy, so they outnumber the electrons, and the positive space charge makes the field grow towards the wall. Slow ions are strongly accelerated and thinned; the space charge is then negative and bends the potential back. At \(\chi=0.1\) the electron density is \(0.9048\,n_s\). The ion density is \(0.8729\,n_s\) for \(m=0.8\), which leaves a net charge density of \(-0.032\,en_s\). For \(m=1.2\) it is \(0.9370\,n_s\), and the net charge density is \(+0.032\,en_s\).

The linear equation leaves two questions open: what happens at \(m=1\), where its coefficient vanishes, and whether a potential that starts well stays monotone at large drops. Both are settled by a first integral. Multiply the full equation by \(d\chi/d\xi\). The left side becomes the derivative of \(\tfrac12(d\chi/d\xi)^2\), and the right side can be integrated over \(\chi\) from the edge, using

\[
\int_0^\chi\!\left(1+\frac{2s}{m^2}\right)^{-1/2}\!ds
=m^2\left[\sqrt{1+\frac{2\chi}{m^2}}-1\right],\qquad
\int_0^\chi e^{-s}ds=1-e^{-\chi}.
\]

The result is

\[
\tfrac12g^2=\tfrac12g_0^2+F(\chi),\qquad
F(\chi)=m^2\left[\sqrt{1+\frac{2\chi}{m^2}}-1\right]+e^{-\chi}-1 .
\]

This is a momentum balance. Multiplied by \(n_skT_e\), the term \(\tfrac12g^2\) becomes \(\tfrac12\varepsilon_0E^2\). The first part of \(F\) becomes \(n_sMu_0(u-u_0)\), the gain in ion momentum flux, and the rest becomes the change in electron pressure, which is negative. The field can grow if the ions gain more momentum flux than the electrons lose in pressure.

Integrating the expansion of the space charge term by term gives, for small \(\chi\),

\[
F(\chi)=\frac12\left(1-\frac1{m^2}\right)\chi^2
+\left(\frac1{2m^4}-\frac16\right)\chi^3+\dots
\]

Now set \(g_0=0\). A continuous potential that leaves \(\chi=0\) and reaches a positive drop must pass through all the small positive values between, and at each of them \(g^2=2F(\chi)\) must not be negative. For \(m<1\) the leading term is negative, so no real field exists there. This proves that \(m\ge1\) is necessary.

At \(m=1\) the quadratic term of \(F\) vanishes and the cubic coefficient is \(\tfrac12-\tfrac16=\tfrac13\), so to leading order

\[
\left(\frac{d\chi}{d\xi}\right)^2=\frac23\chi^3 .
\]

For a drop that increases towards the wall the positive root applies, and

\[
\frac{d}{d\xi}\chi^{-1/2}=-\frac12\chi^{-3/2}\frac{d\chi}{d\xi}=-\frac1{\sqrt6}
\quad\Longrightarrow\quad
\chi=\frac{6}{(\xi_0-\xi)^2},
\]

where \(\xi_0\) is a constant of integration and the formula holds far on the plasma side of \(\xi_0\), where \(\chi\ll1\). This potential is monotone and tends to zero towards the plasma, by a power law instead of an exponential. Entry at the Bohm speed itself is therefore allowed, and the sign \(\ge\) in the condition is justified by the second-order term of the space charge.

The marginal law can be checked against a direct integration of ion momentum, continuity and Gauss's law, in which neither the density formula nor \(F\) is used. At \(\chi=0.001\) the ratio of \(g^2\) to \(\tfrac23\chi^3\) comes out as 0.9983. The small deficit is the next order. For \(m=1\) the cubic term of the space charge is \(-\tfrac52\chi^3+\tfrac16\chi^3=-\tfrac73\chi^3\), which adds \(-\tfrac7{12}\chi^4\) to \(F\) and changes the ratio by \(-\tfrac74\chi\), or \(-0.00175\).

It remains to show that \(m\ge1\) is sufficient at every drop, not just near the edge. The derivative

\[
F'(\chi)=\left(1+\frac{2\chi}{m^2}\right)^{-1/2}-e^{-\chi}
\]

is a difference of two positive numbers. It is positive if the reciprocal of the first is smaller than that of the second, or, after squaring, if \(e^{2\chi}>1+2\chi/m^2\). For \(\chi>0\) and \(m\ge1\),

\[
e^{2\chi}>1+2\chi\ge1+\frac{2\chi}{m^2},
\]

so \(F'>0\). Since \(F(0)=0\), \(F\) is positive for every \(\chi>0\). The field then never vanishes inside the sheath, and the potential cannot turn back.

The distance between two drops follows from \(d\xi=d\chi/g\):

\[
\xi_2-\xi_1=\int_{\chi_1}^{\chi_2}\frac{d\chi}{\sqrt{2F(\chi)}} .
\]

It is finite for \(\chi_1>0\), so within the model any wall potential below the edge can be reached; for a wall only about \(kT_e/e\) below the edge the Boltzmann density itself no longer holds. As \(\chi_1\to0\) it diverges, logarithmically for \(m>1\) because \(\sqrt{2F}\approx\kappa\chi\), and as \(\sqrt6\,\chi_1^{-1/2}\) for \(m=1\). The field-free edge thus lies infinitely many Debye lengths from the wall, which is consistent with the limit \(\lambda/L\to0\). This completes the proof of

\[
u_0\ge c_s=\sqrt{\frac{kT_e}{M}} .
\]

A real presheath delivers a small but finite field, and the bound then softens. The estimate that follows keeps the edge exactly neutral and changes the field alone. With \(g_0>0\) the requirement is \(g_0^2+2F(\chi)>0\) at every drop up to the wall. For \(m<1\), the sign of \(F'\) is that of \(e^{2\chi}-1-2\chi/m^2\). This function is convex, vanishes at \(\chi=0\) and starts downwards there, so it has a single positive zero \(\chi_b\). Hence \(F\) falls from zero to a minimum at \(\chi_b\) and rises afterwards. For a wall beyond \(\chi_b\), slow ions can form a monotone sheath if

\[
g_0^2>-2F(\chi_b).
\]

For \(m=0.8\) the minimum lies at \(\chi_b=0.417\) with \(F(\chi_b)=-0.00971\), so the edge field must exceed \(g_0=\sqrt{2\times0.00971}=0.139\). In the direct integration an edge field 2% below this threshold makes the potential turn back, and one 2% above it carries the potential on to the chosen end point at \(\chi=5\).

Close to the Bohm speed the threshold has a simple form. Put \(\varepsilon=1/m^2-1\), small and positive. The quadratic coefficient of \(F\) is then \(-\varepsilon/2\) and the cubic one is \(\tfrac13\) to leading order, so

\[
F\approx-\frac{\varepsilon}{2}\chi^2+\frac13\chi^3,\qquad
F'\approx-\varepsilon\chi+\chi^2=0
\ \Longrightarrow\ \chi_b\approx\varepsilon,\qquad
F(\chi_b)\approx-\frac{\varepsilon^3}{6}.
\]

The condition becomes \(g_0^2>\varepsilon^3/3\), and the largest permitted \(\varepsilon\) is \((3g_0^2)^{1/3}\). Since \(m=(1+\varepsilon)^{-1/2}\approx1-\varepsilon/2\), the lowest entry speed satisfies

\[
1-\frac{u_{0,\min}}{c_s}\approx\frac12\left(3g_0^2\right)^{1/3}.
\]

This law was tested by searching for the lowest speed at which the directly integrated potential still reaches \(\chi=5\). For \(g_0=10^{-1},10^{-2},10^{-3},10^{-4}\) the search gives \(u_{0,\min}/c_s=0.841,\ 0.966,\ 0.993,\ 0.998\). The shortfalls from one are 0.159, 0.0337, 0.0072 and 0.0016, and the small-field law gives 0.155, 0.0335, 0.0072 and 0.0016. The lowest speed rises towards \(c_s\) as the edge field is reduced, but slowly: a field ten times weaker reduces the shortfall by a factor of about \(10^{2/3}\approx4.6\). A computed or measured ion speed a few per cent below \(c_s\) at a place with a noticeable field therefore does not contradict the Bohm condition. The coefficient in the law belongs to a neutral edge. A presheath whose field is steepening also hands over a positive space charge of order \(\varepsilon^2\), as large as the terms kept in \(F'\). For a presheath with ion friction at constant mean free path the power \(g_0^{2/3}\) survives, but the permitted shortfall is about 1.45 times the value given by the formula.

For a worked example take ions of mass 40 u, \(kT_e=3\) eV, \(n_s=10^{16}\ \mathrm{m^{-3}}\), and a wall 30 V below the edge. These are round model parameters. The Bohm speed is

\[
c_s=\sqrt{\frac{3\times1.602\times10^{-19}\ \mathrm J}{40\times1.661\times10^{-27}\ \mathrm{kg}}}
\approx2690\ \mathrm{m/s},
\]

or \(1.23\times10^{-3}\) atomic units of velocity. The corresponding kinetic energy is \(\tfrac12Mc_s^2=\tfrac12kT_e=1.5\) eV. An ion that starts at rest and falls without collisions must therefore have come through a presheath drop of at least 1.5 V. The Debye length is

\[
\lambda=\sqrt{\frac{8.854\times10^{-12}\times3}{10^{16}\times1.602\times10^{-19}}}\ \mathrm m
\approx129\ \mu\mathrm m,
\]

where one factor \(e\) has cancelled because \(kT_e/e=3\) V.

For \(m=0.8\), \(k_\xi=\sqrt{1/0.64-1}=0.75\), and the potential would ripple with a wavelength \(2\pi\lambda/0.75\approx1079\ \mu\mathrm m\). The direct integration, started with a weak edge field, gives the same wavelength. For \(m=1.2\), \(\kappa=\sqrt{1-1/1.44}=0.553\), and the growth length is \(\lambda/0.553\approx233\ \mu\mathrm m\), which the direct integration also confirms.

The Bohm condition is a lower bound, and the presheath determines the actual entry speed. If the ions enter at the bound, the ion current density to the wall is \(en_sc_s\approx4.3\ \mathrm{A/m^2}\). The wall lies at \(\chi=30/3=10\), where

\[
F(10)=\sqrt{21}-1+e^{-10}-1\approx2.583,\qquad g=\sqrt{2F}\approx2.273,
\]

so the field there is \(g\,kT_e/(e\lambda)\approx2.273\times3\ \mathrm V/(128.8\ \mu\mathrm m)\approx53\) kV/m. The ions strike the wall with \(1.5+30=31.5\) eV. In etching or sputtering at such a surface, if the sheath is steady and free of ion collisions and ionization, nearly all the impact energy comes from the sheath, while the ion flux is set by the density and speed at its edge.

The distance from the point where the drop is 0.3 V, or \(\chi=0.1\), to the wall is 1.70 mm, or 13.2 Debye lengths. This thickness depends on the chosen starting point. By the marginal law, starting at \(\chi=0.01\) would add about \(\sqrt6\,(10-3.16)\approx17\) Debye lengths, more than the original thickness. At the Bohm speed the edge is a gradual transition, and a sheath thickness has meaning once the drop that marks its beginning has been stated.

The comparison of density slopes also shows how the condition changes when the repelled charge is not a single Boltzmann population. Let \(n_-(\phi)\) be the total density of negative charge divided by \(e\), equal to \(n_s\) at the edge. From the ion energy, \(dn_i/d\phi=en_s/(Mu_0^2)\) at \(\phi=0\). For the space charge not to turn negative at first order in a small drop, the ion density must not fall faster than \(n_-\), which requires

\[
Mu_0^2\ge\frac{en_s}{(dn_-/d\phi)_{\phi=0}} .
\]

Boltzmann electrons have \(dn_-/d\phi=en_s/kT_e\), and the earlier bound returns. If a fraction \(a\) of the negative charge at the edge consists of singly charged negative ions, in Boltzmann equilibrium at a temperature \(T_n\), the slopes add and

\[
Mu_0^2\ge\left[\frac{1-a}{kT_e}+\frac{a}{kT_n}\right]^{-1}.
\]

Negative ions colder than the electrons thus lower this edge bound, because they are expelled by a smaller drop and leave the positive ions in excess. This is a necessary condition at the edge. The proof of monotonicity at larger drops used the single exponential and does not carry over to this case. Once the cold negative ions are expelled, slow positive ions can fall below the electrons again: for \(a=0.1\) and \(T_e/T_n=30\) the edge bound is \(0.51\,c_s\), while a monotone sheath needs about \(0.67\,c_s\).

The original bound also loses its simple form when the ions have no single entry speed. The density slopes of the velocity groups then add, and the condition at the edge reads \(\langle c_s^2/u^2\rangle\le1\). A spread arises when the ion temperature is comparable with \(T_e\), and also for ions born at rest at different places in an ionizing presheath. In a planar collisionless presheath of that kind the mean entry speed is about \(1.14\,c_s\), so the flux exceeds \(n_sc_s\) by some 14%. If ions collide or are created anywhere between the edge and the wall, their energy or flux is no longer conserved, and the first integral fails from that point on. The values computed for the single-speed sheath with Boltzmann electrons and a neutral edge are collected in the numerical output below.

## Numbers as computed

```
Ion mass: 40 u
Electron temperature kTe: 3.0 eV
Edge density: 1.0e+16 m^-3
Wall below edge by: 30 V
Bohm speed: 2690.1 m/s = 1.2296e-03 a.u.
Ion energy at Bohm speed: 1.500 eV
Debye length: 128.76 micrometre
Ion current density at Bohm speed: 4.310 A/m^2
Densities / edge density at drop 0.1 kTe/e:
  electrons: 0.9048
  ions, u0/c_s=0.8: 0.8729, ions-electrons: -0.0320
  ions, u0/c_s=1.0: 0.9129, ions-electrons: +0.0080
  ions, u0/c_s=1.2: 0.9370, ions-electrons: +0.0322
Mean ion density between two planes / edge density, u0/c_s=1.2:
  time of flight 0.749941, formula 0.749941
Wavelength at u0/c_s=0.8 (micrometre):
  direct 1078.69, formula 1078.69
Growth length at u0/c_s=1.2 (micrometre):
  direct 232.88, formula 232.93
u0=c_s, drop 0.001: g^2 / ((2/3) drop^3) = 0.9983
u0/c_s=0.8: F is lowest at drop 0.4174 kTe/e
  F there: -0.00971
  threshold reduced edge field: 0.1394
Reduced edge field, lowest u0/c_s, 1-u0/c_s, small-field law:
  1e-01  0.84067  0.15933  0.15536
  1e-02  0.96634  0.03366  0.03347
  1e-03  0.99278  0.00722  0.00721
  1e-04  0.99845  0.00155  0.00155
Sheath with u0=c_s:
  field at wall: 52.95 kV/m
  ion energy at wall: 31.50 eV
  distance from 0.3 V drop to wall: 1700.7 micrometre
  same distance in Debye lengths: 13.208
```
